# Oxygen's thermal wavelength and quantum corrections to hafnia polarization reversal

A classical simulation of a hafnia memory capacitor treats each oxygen nucleus as a point. Without an estimate of the quantum error, two mistakes are open. One may spend many times the computing effort on path-integral sampling that changes the switching rate by less than the error of the interatomic potential. Or one may trust classical sampling for a quantity, such as the heat capacity, where it fails. Oxygen's thermal de Broglie wavelength at 300 K is 0.25 Å, and polarization reversal moves an oxygen by about 1 Å. The ratio of one quarter looks neither safe nor alarming, so its meaning has to be worked out.

## The estimate on an envelope

For a particle of mass $m$ at temperature $T$, with $\beta=1/k_BT$, define the wavelength by the partition function of free motion on a length $L$:

$$Z=\frac{L}{2\pi\hbar}\int_{-\infty}^{\infty}e^{-\beta p^2/2m}\,dp=\frac{L}{h}\sqrt{2\pi mk_BT}\equiv\frac{L}{\lambda},\qquad \lambda=\frac{h}{\sqrt{2\pi mk_BT}} .$$

For oxygen, $m=2.657\times10^{-26}$ kg. At 300 K, $k_BT=25.85$ meV $=4.142\times10^{-21}$ J. The square root is $2.629\times10^{-23}$ kg m/s, and

$$\lambda=\frac{6.626\times10^{-34}}{2.629\times10^{-23}}\ \text{m}=2.52\times10^{-11}\ \text{m}=0.252\ \text{Å}.$$

The convention matters at this level: $h/\sqrt{3mk_BT}$, which uses the rms momentum in three dimensions, gives 0.365 Å.

In the polar orthorhombic phase half of the oxygens sit off centre along the polar axis. Take a shift $a=0.5$ Å, a rough typical value. Reversal carries such an oxygen from $+a$ to $-a$, a displacement $\Delta=2a=1.0$ Å, so $\lambda/\Delta=0.25$.

The shift can be checked for size against the polarization. With four polar oxygens in a cell of 133 Å$^3$ and a constant effective charge of magnitude $2.5e$ (both rough),

$$P=\frac{4(2.5e)(0.5\ \text{Å})}{133\ \text{Å}^3}=0.0376\ e/\text{Å}^2=60\ \mu\text{C/cm}^2,$$

which is the right order for this phase.

## What the wavelength measures

The wavelength is a coherence length of free motion. The thermal density matrix between points a distance $s$ apart, relative to its value at $s=0$, is the average of $e^{ips/\hbar}$ over the Gaussian momentum distribution of variance $mk_BT$:

$$\gamma(s)=e^{-mk_BTs^2/2\hbar^2}=e^{-\pi s^2/\lambda^2}.$$

The last form uses $\lambda^2=4\pi^2\hbar^2/(2\pi mk_BT)=2\pi\hbar^2\beta/m$. At $s=\lambda$ the coherence has dropped to $e^{-\pi}=0.043$.

The length that matters for sampling a potential is smaller. In the path-integral picture the nucleus is a closed path $x(\tau)$ of imaginary duration $\beta\hbar$, weighted for free motion by $\exp[-\frac1\hbar\int_0^{\beta\hbar}\frac m2\dot x^2d\tau]$. Write

$$x(\tau)=x_c+\sum_{n\ne0}x_ne^{i\nu_n\tau},\qquad \nu_n=\frac{2\pi n}{\beta\hbar},\qquad x_{-n}=x_n^* .$$

The cross terms integrate to zero, and the terms $n$ and $-n$ are equal. The exponent becomes $-\beta m\sum_{n>0}\nu_n^2|x_n|^2$. A complex Gaussian with weight $e^{-c|x_n|^2}$ has $\langle|x_n|^2\rangle=1/c$, so the mean-square distance of the path from its centre $x_c$ is

$$R^2=2\sum_{n=1}^\infty\frac1{\beta m\nu_n^2}=\frac{\beta\hbar^2}{2\pi^2m}\sum_{n=1}^\infty\frac1{n^2}=\frac{\beta\hbar^2}{12m}=\frac{\lambda^2}{24\pi},$$

because the sum is $\pi^2/6$. Hence $R=\lambda/8.68=0.029$ Å, or 3 percent of the reversal displacement.

This smearing changes the potential that the centre feels. If the curvature of the potential varies little over $R$, its average over the path is $V(x_c)+\tfrac12R^2V''(x_c)$; the linear term vanishes by symmetry. A well, where $V''>0$, is raised, and a barrier top, where $V''<0$, is lowered.

As a model take, for each moving oxygen,

$$V(x)=V_b\left(1-\frac{x^2}{a^2}\right)^2,\qquad V''(x)=\frac{4V_b}{a^2}\left(\frac{3x^2}{a^2}-1\right).$$

The curvature is $-4V_b/a^2$ at the top and $8V_b/a^2$ in the wells. The effective barrier is therefore reduced by

$$\delta V=\frac{R^2}{2}\,\frac{4V_b+8V_b}{a^2}=\frac{6V_bR^2}{a^2}=\frac{24V_bR^2}{\Delta^2}=\frac{V_b}{\pi}\frac{\lambda^2}{\Delta^2}.$$

For $\delta V\ll k_BT$ the rate rises by the fraction $\delta V/k_BT$:

$$\boxed{\frac{k_{\rm qu}}{k_{\rm cl}}-1\simeq\frac1\pi\,\frac{V_b}{k_BT}\left(\frac{\lambda}{\Delta}\right)^2}$$

The ratio of lengths enters squared, and it is multiplied by the barrier in thermal units. A small $\lambda/\Delta$ is thus not sufficient for classical behaviour: a high barrier over the same distance is sharply curved.

With $V_b=0.10$ eV $=3.868\,k_BT$ per moving oxygen, a rough value for uniform reversal, the correction is $3.868\times0.252^2/\pi=0.078$, or 8 percent of the classical rate.

## The controlled derivation

The smearing argument can be replaced by a rate calculation. The assumptions are one coordinate, no friction, thermal equilibrium in the starting well, no return after crossing, and a barrier of many $k_BT$. The last condition concerns the barrier of the whole group of atoms that moves together. First treat a general mass and barrier with angular frequency $\omega_0$ in the well and $\omega_b$ for the inverted barrier, and set $u_0=\beta\hbar\omega_0$, $u_b=\beta\hbar\omega_b$.

**Classical rate.** The flux to the right at the top, divided by the partition function $Q_{\rm cl}=1/u_0$ of the harmonic well, is

$$k_{\rm cl}=\frac1{Q_{\rm cl}}\int_0^\infty\frac{dp}{2\pi\hbar}\frac pm e^{-\beta(p^2/2m+V_b)}=\frac{k_BT}{2\pi\hbar}\frac{e^{-\beta V_b}}{Q_{\rm cl}} .$$

**Transmission.** In the quantum flux, $(p/m)\,dp=dE$, and each energy counts with its transmission probability $\mathcal P(E)$. Near the top, put $\xi=x\sqrt{m\omega_b/\hbar}$ and $\epsilon=(E-V_b)/\hbar\omega_b$. The Schrödinger equation becomes $\psi''+(\xi^2+2\epsilon)\psi=0$. Far to the right the transmitted wave is $t\,\xi^{i\epsilon-1/2}e^{i\xi^2/2}$.

Continue it to the left along a large arc in the upper half-plane, $\xi=|\xi|e^{i\phi}$ with $\phi$ from 0 to $\pi$. For $\phi<\pi/2$ this term is the decaying one and stands alone. For $\phi>\pi/2$ it is the growing one, so its coefficient is unaffected when the other term, the incident wave, appears. At $\phi=\pi$ it is the reflected wave, with amplitude

$$r=t\,(e^{i\pi})^{i\epsilon-1/2}=-i\,t\,e^{-\pi\epsilon}.$$

Flux conservation, $|r|^2+|t|^2=1$, gives $\mathcal P=|t|^2=1/(1+e^{-2\pi\epsilon})$.

**Quantum rate.** For a high barrier the energy integral may be extended to $-\infty$. With $z=e^{-2\pi\epsilon}$,

$$\int_{-\infty}^\infty\frac{e^{-u_b\epsilon}d\epsilon}{1+e^{-2\pi\epsilon}}=\frac1{2\pi}\int_0^\infty\frac{z^{u_b/2\pi-1}}{1+z}dz=\frac1{2\sin(u_b/2)},\qquad 0<u_b<2\pi,$$

where $\int_0^\infty z^{q-1}/(1+z)\,dz=\pi/\sin\pi q$ was used. Thus

$$k_{\rm qu}=\frac{\omega_b}{2\pi}\frac{e^{-\beta V_b}}{2\sin(u_b/2)\,Q_{\rm qu}},\qquad Q_{\rm qu}=\sum_{n=0}^\infty e^{-u_0(n+1/2)}=\frac1{2\sinh(u_0/2)} .$$

Dividing by $k_{\rm cl}$ and using $\hbar\omega_b/k_BT=u_b$,

$$\frac{k_{\rm qu}}{k_{\rm cl}}=\frac{\sinh(u_0/2)}{u_0/2}\;\frac{u_b/2}{\sin(u_b/2)}\simeq1+\frac{u_0^2+u_b^2}{24},$$

since $\sinh y/y$ and $y/\sin y$ both begin $1+y^2/6$. The first factor is $Q_{\rm cl}/Q_{\rm qu}$ and comes from the quantized levels of the well; the second comes from transmission near the top.

For the quartic potential, $m\omega_b^2=4V_b/a^2$ and $\omega_0^2=2\omega_b^2$. With $\beta\hbar^2/m=\lambda^2/2\pi$ and $a=\Delta/2$,

$$u_b^2=\frac{\beta^2\hbar^2}{m}\frac{4V_b}{a^2}=\frac{8}{\pi}\beta V_b\frac{\lambda^2}{\Delta^2},\qquad \frac{u_0^2+u_b^2}{24}=\frac{u_b^2}{8}=\frac{\beta V_b}{\pi}\frac{\lambda^2}{\Delta^2}.$$

This is the envelope result.

**Oxygens moving together.** If $N$ oxygens move in phase with common displacement $x$, the kinetic energy is $\frac12Nm\dot x^2$ and the barrier is $NV_b$. Then $\lambda^2$ falls by $N$ and the barrier rises by $N$. The frequencies, which depend on the ratio of barrier to mass, do not change, and neither does the harmonic rate ratio. One must not combine the single-oxygen wavelength with the barrier of the whole cell; that would overstate the leading correction fourfold for $N=4$.

## Comparison of the estimates

For the example, $\hbar\omega_b=20.45$ meV and $\hbar\omega_0=28.92$ meV, so $u_b=0.791$ and $u_0=1.119$. The corrections to the rate, relative to the classical rate, are:

- leading formula: 7.8 percent;
- full harmonic ratio: 8.1 percent;
- numerical ratio for four oxygens, barrier 0.40 eV: 8.0 percent;
- numerical ratio for eight oxygens, barrier 0.80 eV: 8.05 percent.

The numerical ratios do not use the harmonic formulas. The wave equation was solved through the quartic barrier with flat potential beyond the two minima, and the full double well was diagonalized for the partition function. The classical reference used the same quartic potential. The agreement shows that anharmonic effects on the rate ratio are small here, and the near equality of the last two values confirms that the group size has little influence.

In a simulation this correction is easily hidden. An 8 percent change of rate equals the effect of lowering the four-oxygen barrier by $k_BT\ln1.08\approx2$ meV out of 400 meV. If the potential's barrier error is larger than this, it outweighs the quantum correction along the switching coordinate.

## The cold limit

Since $\lambda\propto T^{-1/2}$, the one-oxygen wavelength equals $\Delta$ at 19 K and reaches 2.18 Å at 4 K. For four oxygens moving together it is half that, 1.09 Å, still longer than $\Delta$. This does not mean that oxygens occupying one well extend into the other. The potential confines them, and the spread about a minimum tends to the zero-point value. With $M=4m$ it is $\sqrt{\hbar/2M\omega_0}=0.034$ Å, which the diagonalized double well also gives at 4 K when distances are measured from the nearer minimum.

Delocalization over two equal wells is governed by tunnelling. For $M=Nm$ and total barrier $NV_b$, the well frequency gives $2M(NV_b)=(M\omega_0a/2)^2$. The momentum under the barrier at the energy of the minima is therefore

$$W'(x)=\sqrt{2MV_{\rm tot}(x)}=\frac{M\omega_0a}{2}\left(1-\frac{x^2}{a^2}\right),\qquad S=\int_{-a}^aW'dx=\frac{2M\omega_0a^2}{3}.$$

Write the state localized on the left as $\psi_L=\varphi e^{-W/\hbar}$ with $W(-a)=0$ and energy $\hbar\omega_0/2$. The terms of first order in $\hbar$ in the Schrödinger equation give

$$\frac{\varphi'}{\varphi}=\frac{M\omega_0-W''}{2W'}=\frac{1+x/a}{a(1-x^2/a^2)}=\frac1{a-x},\qquad \varphi=\frac{C}{a-x}.$$

Matching to the normalized Gaussian near $x=-a$ requires $C=2a(M\omega_0/\pi\hbar)^{1/4}$. Since $W(0)=S/2$,

$$\psi_L(0)=2\left(\frac{M\omega_0}{\pi\hbar}\right)^{1/4}e^{-S/2\hbar},\qquad \psi_L'(0)\simeq-\frac{M\omega_0a}{2\hbar}\psi_L(0).$$

Let $\psi_+\simeq(\psi_L+\psi_R)/\sqrt2$ be the even state, with $\psi_R$ the mirror image of $\psi_L$. Multiply its equation by $\psi_L$, subtract the equation of $\psi_L$ times $\psi_+$, and integrate over $x<0$. With $\psi_+'(0)=0$, $\psi_+(0)=\sqrt2\psi_L(0)$ and overlap $1/\sqrt2$, this gives $E_+-E_0=(\hbar^2/M)\psi_L(0)\psi_L'(0)$, where $E_0$ is the energy of $\psi_L$. The odd state shifts oppositely, so the splitting is

$$\delta E=\frac{2\hbar^2}{M}|\psi_L\psi_L'|_{x=0}=4\hbar\omega_0a\sqrt{\frac{M\omega_0}{\pi\hbar}}\,e^{-S/\hbar}=2\hbar\omega_0\sqrt{\frac{6S}{\pi\hbar}}\,e^{-S/\hbar}.$$

For one oxygen, $S/\hbar=18.4$ and the formula gives $3.4\times10^{-9}$ eV; diagonalization gives $3.2\times10^{-9}$ eV. For four, $S\propto N$ gives $S/\hbar=73.8$ and a splitting near $10^{-32}$ eV. Group size, which hardly affects the high-temperature correction, is decisive here. So is the equality of the wells: a bias much larger than the splitting confines the ground state almost entirely to the lower well. For one oxygen, $10^{-7}$ eV is enough.

The over-barrier formula fails before this limit. Below the top, but where the barrier is still nearly parabolic, $\mathcal P\simeq e^{-2\pi(V_b-E)/\hbar\omega_b}$. Its product with $e^{-\beta E}$ decreases towards lower energy when $2\pi/\hbar\omega_b>\beta$, that is, above

$$T_c=\frac{\hbar\omega_b}{2\pi k_B}=300\ \text{K}\times\frac{0.791}{2\pi}=38\ \text{K}.$$

For the four-oxygen barrier, the numerical thermal transmission peaks 0.002 eV below the top at $1.5T_c$ and about 0.17 eV below it at $0.9T_c$. Room temperature is about eight times $T_c$.

## Real hafnia and the limits of the number

The chosen shift, charge, volume and barrier are rough values for the polar phase. Capacitor films are usually polycrystalline and often alloyed with zirconia, and they switch through nucleation and motion of domain walls. Uniform in-phase reversal therefore does not describe their switching. Nor does the model give absolute rates: a lone cell with a 0.40 eV barrier would escape at about $(\omega_0/2\pi)e^{-15.5}\approx10^6$ times per second with no field, so only the ratio of quantum to classical rate is meant to carry over. The barrier per moving oxygen and the path then differ from place to place. At $V_b=0.1$ eV, changing $\Delta$ from 0.8 to 1.2 Å changes the leading correction from 12 to 5 percent. At $\Delta=1.0$ Å, doubling the barrier gives a leading correction of 16 percent; the full ratio is then closer to 17 percent.

The oxygen may also cross the hafnium plane towards the next site. With sites spaced by $c/2$ and $c=5.1$ Å, this path has length $c/2-2a=1.55$ Å and $\lambda/\Delta=0.16$. For the same quartic shape and an assumed barrier of 0.2 eV, the correction is 6.5 percent.

Other omissions can be sized for the original example:

- **Recoil.** If the rest of the cell moves so that its centre of mass stays fixed, the mass per polar oxygen falls to 14.8 u and the leading correction rises from 7.8 to 8.5 percent.
- **Field.** A field of 1 MV/cm, or 0.01 V/Å, does work $4(2.5e)(0.5\ \text{Å})(0.01\ \text{V/Å})=0.05$ eV per cell up to the barrier. For escape from the raised well it multiplies the leading quantum correction by 0.97. With the barrier change taken to first order in the field, it multiplies the classical rate itself by about $e^{0.050/0.02585}\approx7$; the tilted quartic well treated in full gives 6.4. At stronger fields the first-order form fails: at 3 MV/cm the classical factor is about 200, not 330, and the leading quantum correction is multiplied by 0.89.
- **Operating temperature.** At 358 K, with the barrier held fixed, $\lambda=0.231$ Å and the correction is 5.5 percent, following $T^{-2}$.

The remaining vibrations are a separate matter. If one changes from $\omega$ in the well to $\omega'$ at the barrier, its partition functions multiply the rate ratio by approximately $1+\beta^2\hbar^2(\omega^2-\omega'^2)/24$ when both frequencies are low. For stiff modes the full factor $[\sinh y/y]\,/\,[\sinh y'/y']$, with $y=\beta\hbar\omega/2$ and $y'=\beta\hbar\omega'/2$, must be used. A single 80 meV mode that softens to 72 meV at the barrier gives 1.07, and one that stiffens to 88 meV gives 0.93, each comparable to the whole correction found above. The sum over all modes may have either sign and has not been estimated here. The 8 percent is thus the contribution of the switching coordinate for uniform reversal without friction, not a bound on the total.

Nor does a nearly classical switching coordinate make all properties classical. From $-\partial\ln Q_{\rm qu}/\partial\beta$, a vibration has mean energy $(\hbar\omega/2)\coth(\beta\hbar\omega/2)$. For a stiff oxygen vibration of 80 meV, a rough value, this is $1.69\,k_BT$ at 300 K instead of the classical $k_BT$. The constant zero-point energy makes up $1.55\,k_BT$ of this, and the thermal part is only $0.15\,k_BT$. The heat capacity, the derivative with respect to $T$, is $k_B(y/\sinh y)^2$ with $y=\beta\hbar\omega/2=1.55$, or $0.48\,k_B$ instead of the classical $k_B$. In this one-coordinate model of uniform reversal, classical sampling can therefore serve for the switching rate at room temperature, if an error of about 8 percent is acceptable. In a real crystal the stiff modes that change along the path add corrections of similar size, so their frequencies at the well and at the barrier must be examined before the rate is called classical. It fails for the energy and heat capacity of stiff vibrations in the same crystal.

## Numbers as computed

```
Temperature: 300 K; kB T = 25.85 meV
Oxygen mass: 15.999 u = 2.6567e-26 kg
Thermal wavelength: 2.5200e-11 m = 0.2520 angstrom
Wavelength from box levels: 0.2520 angstrom
Other convention h/sqrt(3 m kB T): 0.365 angstrom
Coherence at one wavelength: 0.0432
Path radius, formula: 0.0290 angstrom
Path radius, beads: 0.0290 angstrom
Off-centre shift a: 0.50 angstrom; reversal D: 1.00 angstrom
Wavelength / reversal displacement: 0.252
Path radius / reversal displacement: 0.0290
Cell volume: 133 angstrom^3; effective charge: 2.5 e
Implied polarization: 60.2 uC/cm2
Barrier per oxygen: 0.10 eV = 3.868 kB T
Barrier per cell of four: 0.40 eV = 15.47 kB T
hbar w at barrier top: 20.45 meV; u_b = 0.7909
hbar w in well: 28.92 meV; u_0 = 1.1185
Leading rate correction: 7.82 percent
Harmonic rate correction: 8.09 percent
Numerical correction, 4 oxygens: 8.00 percent
Numerical correction, 8 oxygens: 8.05 percent
Crossover temperature: 37.8 K
Peak below top at 1.5 crossover: 0.0021 eV per cell
Peak below top at 0.9 crossover: 0.1748 eV per cell
Temperature where one-oxygen wavelength = D: 19.1 K
One-oxygen wavelength at 4 K: 2.182 angstrom
Four-oxygen wavelength at 4 K: 1.091 angstrom
Four-oxygen spread at 4 K, numerical: 0.0340 angstrom
Four-oxygen zero-point spread, harmonic: 0.0336 angstrom
Tunnel exponent S/hbar: one oxygen 18.44, four 73.78
One-oxygen splitting, diagonalized: 3.165e-09 eV
One-oxygen splitting, formula: 3.351e-09 eV
Four-oxygen splitting, formula: log10(eV) = -32.2
Recoil mass per oxygen: 14.78 u
Leading correction with recoil: 8.46 percent
Field: 1.0 MV/cm; energy to barrier: 0.050 eV per cell
Field multiplies leading correction by: 0.967
c axis: 5.1 angstrom; path across Hf plane: 1.55 angstrom
Wavelength / path across Hf plane: 0.163
Leading correction, D=0.80 angstrom, Vb=0.1 eV: 12.22 percent
Leading correction, D=1.20 angstrom, Vb=0.1 eV: 5.43 percent
Leading correction, D=1.00 angstrom, Vb=0.2 eV: 15.64 percent
Leading correction, D=1.55 angstrom, Vb=0.2 eV: 6.51 percent
Wavelength at 358 K: 0.2307 angstrom
Leading correction at 358 K: 5.49 percent
Stiff mode: 80 meV; hbar w / kB T = 3.095
Stiff mode mean energy / kB T: 1.694
```
